# Dipolar order on cubic lattices from the Ewald tensor

## Problem

Equal point dipoles of magnitude $p$ sit on the sites of a rigid simple cubic (sc), body-centred (bcc) or face-centred (fcc) lattice with cubic edge $a$ and primitive volume $v=a^3,\ a^3/2,\ a^3/4$. They may point in any direction and interact only through the classical dipole–dipole energy. Which arrangement has the lowest energy on each lattice, and how does the answer depend on the shape of the sample? Evaluate the energies for $p=1\,ea_0$ and $a=8\,a_0$.

In Hartree atomic units two dipoles separated by $\mathbf r$ have energy $-\mathbf p_1\cdot\mathsf T(\mathbf r)\cdot\mathbf p_2$, with

$$T_{\alpha\beta}(\mathbf r)=\partial_\alpha\partial_\beta\frac1r=\frac{3r_\alpha r_\beta-r^2\delta_{\alpha\beta}}{r^5}.$$

Fields per unit dipole are quoted below in units of $1/a^3$. A field $\lambda$ along every dipole means an energy $-\lambda p^2/2$ per dipole, the half preventing double counting.

## First estimate by scaling

A dipole gains most from neighbours in line with it. Let $d$ be the nearest-neighbour distance. Two head-to-tail neighbours each give a field $2/d^3$, so

$$\lambda\sim\frac4{d^3},\qquad \frac EN\sim-\frac{2p^2}{d^3}.$$

With $d/a=1,\ \sqrt3/2,\ 1/\sqrt2$ this gives $\lambda\sim4.00,\ 6.16,\ 11.31$ for sc, bcc and fcc. The dipoles should form columns along the nearest-neighbour direction.

To guess how adjacent columns are oriented, take only the closest sites of the nearest column. At axial offset $z$ and distance $r$, a parallel dipole gives the axial field $(3z^2/r^2-1)/r^3$.

- sc: $z=0$, $r=a$, one site: $-1.00$.
- bcc: $z=d/3$, $r=d$, so $z^2/r^2=1/9$, one site: $-(2/3)/0.650=-1.03$.
- fcc: $z=\pm d/2$, $r=d$, two sites: $2(-1/4)/0.354=-1.41$.

All three are negative, so this estimate favours opposite neighbouring columns on every lattice.

## Exact formulation

**Energy bound.** For $N$ sites with periodic boundary conditions write $\mathbf p_i=\sum_{\mathbf q}\mathbf P_{\mathbf q}e^{i\mathbf q\cdot\mathbf R_i}$. Lattice sums turn the interaction into a product for each wave:

$$\frac EN=-\frac12\sum_{\mathbf q}\mathbf P_{\mathbf q}^*\cdot\mathsf T(\mathbf q)\cdot\mathbf P_{\mathbf q},\qquad
\mathsf T(\mathbf q)=\sum_{\mathbf R\ne0}\mathsf T(\mathbf R)\cos\mathbf q\cdot\mathbf R.$$

The sine part cancels between $\mathbf R$ and $-\mathbf R$. Since $\sum_{\mathbf q}|\mathbf P_{\mathbf q}|^2=N^{-1}\sum_i|\mathbf p_i|^2=p^2$,

$$\frac EN\ge-\frac12\lambda_{\max}p^2,$$

where $\lambda_{\max}$ is the largest eigenvalue over all $\mathbf q$, or the supremum if none is largest. The bound is reached if waves belonging to $\lambda_{\max}$ can be combined into dipoles of equal length.

**Ewald tensor.** Split $1/r=\operatorname{erfc}(\eta r)/r+\operatorname{erf}(\eta r)/r$. The first part decays fast and is summed directly. The second is the potential of a normalized Gaussian charge, with Fourier transform $4\pi e^{-k^2/4\eta^2}/k^2$; two derivatives multiply this by $-k_\alpha k_\beta$. Poisson summation, $\sum_{\mathbf R}f(\mathbf R)e^{i\mathbf q\cdot\mathbf R}=v^{-1}\sum_{\mathbf G}\tilde f(\mathbf q+\mathbf G)$ for even $f$, includes $\mathbf R=0$, which must be removed. Near the origin

$$\frac{\operatorname{erf}(\eta r)}r=\frac{2\eta}{\sqrt\pi}-\frac{2\eta^3r^2}{3\sqrt\pi}+\dots,$$

and $\partial_\alpha\partial_\beta r^2=2\delta_{\alpha\beta}$, so the unwanted term is $-4\eta^3\delta_{\alpha\beta}/(3\sqrt\pi)$. Subtracting it gives, with $\mathbf K=\mathbf q+\mathbf G$,

$$T_{\alpha\beta}(\mathbf q)=\sum_{\mathbf R\ne0}\left[C R_\alpha R_\beta-B\delta_{\alpha\beta}\right]\cos\mathbf q\cdot\mathbf R
-\frac{4\pi}v\sum_{\mathbf G}\frac{K_\alpha K_\beta}{K^2}e^{-K^2/4\eta^2}+\frac{4\eta^3}{3\sqrt\pi}\delta_{\alpha\beta}.$$

For $f=\operatorname{erfc}(\eta R)/R$ the Hessian coefficients are $B=-f'/R$ and $C=-B'/R$:

$$B=\frac{\operatorname{erfc}(\eta R)}{R^3}+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2R^2}}{R^2},\qquad
C=\frac{3\operatorname{erfc}(\eta R)}{R^5}+\frac{2\eta}{\sqrt\pi}e^{-\eta^2R^2}\left(\frac{2\eta^2}{R^2}+\frac3{R^4}\right).$$

**Ferroelectric limit.** As $\mathbf q\to0$, the $\mathbf G=0$ term tends to $-(4\pi/v)\hat q_\alpha\hat q_\beta$, which depends on direction. Everything else is smooth and, by cubic symmetry, tends to $\kappa\,\delta_{\alpha\beta}$. The trace fixes $\kappa$. Let $g(r)=\eta^3\pi^{-3/2}e^{-\eta^2r^2}$ be the Gaussian charge. Because $\nabla^2[\operatorname{erfc}(\eta r)/r]=4\pi g$ away from the origin, the trace of the Ewald expression is

$$4\pi\sum_{\mathbf R\ne0}g(R)\cos\mathbf q\cdot\mathbf R-\frac{4\pi}v\sum_{\mathbf G}e^{-K^2/4\eta^2}+4\pi g(0)=0,$$

by Poisson summation. Hence $3\kappa-4\pi/v=0$ and

$$\mathsf T(\mathbf q\to0)=\frac{4\pi}v\left(\frac{\mathsf I}3-\hat{\mathbf q}\hat{\mathbf q}\right).$$

Transverse polarization has $\lambda_F=4\pi/(3v)$: 4.189, 8.378 and 16.755 for sc, bcc and fcc.

## Finding the largest eigenvalue

**Period-two waves.** If $\mathbf q$ is half a reciprocal lattice vector, $\cos\mathbf q\cdot\mathbf R=\pm1$, and one wave already has equal dipole lengths. The largest eigenvalues, with $\mathbf q$ in units of $2\pi/a$, are:

| Lattice | Point | $\mathbf q$ | $\lambda$ |
|---|---|---|---|
| sc | X | (½,0,0) | 4.844 |
| sc | M | (½,½,0) | 5.354 |
| sc | R | (½,½,½) | 0 |
| bcc | N | (½,½,0) | 7.944 |
| bcc | H | (1,0,0) | 0 |
| fcc | L | (½,½,½) | 14.461 |
| fcc | X | (1,0,0) | 8.668 |

With their symmetry partners and $\mathbf q=0$, these are the eight period-two waves of each lattice. At R and H full cubic symmetry makes $\mathsf T$ a multiple of the identity, and zero trace makes it vanish.

On sc, M exceeds $\lambda_F$. Its eigenvector is along $z$: columns along $z$ are uniform, and adjacent columns are opposite. On bcc and fcc every entry lies below $\lambda_F$.

**Near zero wavevector.** A mesh cannot settle whether $\lambda_F$ is a local maximum, so expand. The singular term has no transverse component. Cubic symmetry allows the second-order remainder

$$A q_\alpha q_\beta+(bq_\alpha^2+cq^2)\delta_{\alpha\beta}.$$

For a unit vector $\mathbf e\perp\mathbf q$ the $A$ term drops out:

$$\mathbf e\cdot\mathsf T\cdot\mathbf e=\lambda_F+q^2(c+bs)+O(q^4),\qquad s=\sum_\alpha e_\alpha^2\hat q_\alpha^2.$$

Coupling to the longitudinal direction is $O(q^2)$ across a finite gap, so it changes the eigenvalue only at $O(q^4)$.

The range of $s$ follows from $x_\alpha=e_\alpha\hat q_\alpha$. Orthogonality gives $\sum x_\alpha=0$, and the Cauchy–Schwarz inequality gives $\sum|x_\alpha|\le1$. The positive and negative parts therefore each have total magnitude at most ½, so $0\le s\le\tfrac14+\tfrac14=\tfrac12$. A function linear in $s$ is negative throughout if it is negative at both ends.

The values of $c+bs$ at $s=0$ and ½, in units of $1/a$, are $-0.371$ and $-0.050$ for bcc, and $-0.474$ and $-0.053$ for fcc. The ferroelectric limit is thus a local maximum in every direction, though a soft one for $\mathbf q\parallel[110]$, $\mathbf e\parallel[1\bar10]$. For sc they are $+0.165$ and $-0.720$, so ferroelectric order is already unstable to some long waves.

**Whole zone.** A $16^3$ mesh, followed by continuous optimization from nine starting points per lattice, found nothing above M on sc or above $\lambda_F$ on bcc and fcc. On the sc mesh the maximum occurs at the three M points alone. This is numerical evidence for the global maximum, not a proof.

Within this model the answer is therefore columnar antiferroelectric order on sc and ferroelectric order on bcc and fcc, the latter subject to the shape condition below. Since $\lambda_F$ is the same for every polarization direction, the lattice sum selects no axis for the ferroelectric state; the nearest-neighbour direction is not preferred. The sc state has no net dipole, so its bulk energy does not depend on sample shape.

**Degeneracy on sc.** With site coordinates $x,y,z$ in units of $a$, the three M waves combine into

$$\mathbf p=p\left(A_1(-1)^{y+z},\,A_2(-1)^{x+z},\,A_3(-1)^{x+y}\right),\quad A_1^2+A_2^2+A_3^2=1.$$

Every dipole has length $p$, and each component belongs to the same eigenvalue. The energy is $-2.677\,p^2/a^3$ for all such amplitudes. Columnar order is one member of this family; the dipolar energy alone does not select it.

## Sample shape

In a uniformly polarized ellipsoid with axial depolarization factor $N_z$, the polarization is $p/v$. The surface gives the field $-4\pi N_zp/v$, and the Lorentz cavity gives $+4\pi p/(3v)$. Dipoles inside the cavity contribute zero by cubic symmetry. Hence

$$\lambda(N_z)=\frac{4\pi}v\left(\frac13-N_z\right).$$

A long needle, or conducting boundaries that cancel the surface field, gives $\lambda_F$. A uniformly polarized sphere has $N_z=1/3$ and no dipolar energy, so antiferroelectric order beats it. Setting $\lambda(N_z)=\lambda_{AF}$ gives the tie with the best period-two competitor:

$$N_z=\frac13-\frac{v\lambda_{AF}}{4\pi}=0.017\ \text{(bcc, N)},\qquad0.046\ \text{(fcc, L)}.$$

To beat that competitor, a single domain needs a depolarization factor along its polarization below these values. The condition is necessary but not sufficient, because fixed-length states of longer period, such as the helix below, have bulk eigenvalues above N and L. This requires a strongly anisotropic shape: a long needle polarized along its axis, or a thin plate polarized in its plane. A large sample can instead modulate its polarization slowly. The helix $p(\cos qz,\sin qz,0)$ has fixed dipole length, is transverse, and has no net dipole over a period. At period $50a$ its eigenvalue is 8.372 on bcc and 16.748 on fcc, below $\lambda_F$ by 0.07% and 0.04%. Its alternating surface charge produces fields that penetrate only to a depth of the order of the period, so their cost per dipole falls in proportion to the period divided by the sample size. The helix therefore wins only when the sample is many periods across. Ferroelectric order then holds locally, without a net moment.

## Comparison with the estimate

For the example, $p^2/a^3=1/512$ hartree $=1.953$ mHa. On sc the winning energy is $-\tfrac12(5.354)(1.953)=-5.228$ mHa. All energies below are per dipole, in mHa:

| Lattice | Scaling | Ferroelectric | Best period-two antiferroelectric |
|---|---|---|---|
| sc | −3.91 | −4.091 | −5.228 |
| bcc | −6.01 | −8.181 | −7.758 |
| fcc | −11.05 | −16.362 | −14.122 |

The winning energies are $-142.3$, $-222.6$ and $-445.2$ meV. At fixed $a$ the densities differ, so these values do not rank the lattices. The scaling magnitudes are 25%, 26% and 32% below the winning ones. The estimate of column orientation, however, fails on bcc and fcc.

To see why, sum a whole column. Its own sites give $2\sum_n2/(nd)^3=4\zeta(3)/d^3$. For another column at transverse distance $\rho$ and axial shift $z$, use Poisson summation along the axis with $\int dz\,e^{-ikz}/\sqrt{\rho^2+z^2}=2K_0(|k|\rho)$. The $k=0$ term does not depend on $z$ and disappears under $\partial_z^2$, leaving

$$J=-\frac{16\pi^2}{d^3}\sum_{m\ge1}m^2K_0\!\left(\frac{2\pi m\rho}d\right)\cos\frac{2\pi mz}d.$$

A continuous column would give no axial field: the negative field of nearby dipoles is balanced by the positive field of distant ones. What remains comes from discreteness, and its sign is governed by the shift. For the nearest columns the leading cosine is $1$ on sc, $-\tfrac12$ on bcc and $-1$ on fcc, giving $J=-0.146,\ +0.165,\ +1.006$. Keeping two shells of columns,

$$\begin{aligned}
\text{sc, opposite:}\quad&4.808+4(0.1455)-4(0.0091)=5.354,\\
\text{bcc, parallel:}\quad&7.403+6(0.1654)-6(0.0033)=8.376,\\
\text{fcc, parallel:}\quad&13.600+4(1.0056)-2(0.4116)=16.799.
\end{aligned}$$

The full values are 5.354, 8.378 and 16.755. On fcc the second shell opposes parallel order but is outweighed by the first.

The ferroelectric advantage over the best period-two rival is only 5% of the winning energy on bcc, against 14% on fcc. Short-range forces, lattice distortion, quantum motion or temperature, all omitted here, could change the order. The numerical output gives further digits.

## Calculated quantities

```
dipole p = 1.0 e a0
cubic edge a = 8.0 a0
energy unit p^2/a^3 = 1.953125 mHa
eigenvalues and couplings below: units 1/a^3
sc: ferroelectric limit = 4.188790
sc X: eigenvalues = -9.687443 4.843722 4.843722
sc M: eigenvalues = -2.676789 -2.676789 5.353577
sc R: eigenvalues = 0.000000 0.000000 0.000000
sc curvature, s=0: 0.16484 1/a
sc curvature, s=1/2: -0.72015 1/a
sc grid maximum, q nonzero = 5.353577
sc optimized maximum = 5.353577
sc single column = 4.808228
sc columns: n=4, rho=1.0000 a, shift=0.000 d, J=-0.14552
sc columns: n=4, rho=1.4142 a, shift=0.000 d, J=-0.00907
sc mixed-state energy = -2.676789 p^2/a^3
sc energy, ferroelectric = -4.09062 mHa
sc energy, M order = -5.22810 mHa
sc winning energy = -142.264 meV
bcc: ferroelectric limit = 8.377580
bcc N: eigenvalues = -13.297261 5.353577 7.943684
bcc H: eigenvalues = 0.000000 0.000000 0.000000
bcc curvature, s=0: -0.37120 1/a
bcc curvature, s=1/2: -0.04974 1/a
bcc grid maximum, q nonzero = 8.362385
bcc optimized maximum = 8.377580
bcc single column = 7.402751
bcc columns: n=6, rho=0.8165 a, shift=0.333 d, J=0.16544
bcc columns: n=6, rho=1.4142 a, shift=0.000 d, J=-0.00329
bcc tie with N: N = 0.017264
bcc helix, period 50 a: value = 8.371719
bcc energy, ferroelectric = -8.18123 mHa
bcc energy, N order = -7.75750 mHa
bcc winning energy = -222.623 meV
fcc: ferroelectric limit = 16.755161
fcc L: eigenvalues = -28.921178 14.460589 14.460589
fcc X: eigenvalues = -17.335463 8.667731 8.667731
fcc curvature, s=0: -0.47416 1/a
fcc curvature, s=1/2: -0.05290 1/a
fcc grid maximum, q nonzero = 16.682195
fcc optimized maximum = 16.755161
fcc single column = 13.599721
fcc columns: n=4, rho=0.6124 a, shift=0.500 d, J=1.00562
fcc columns: n=2, rho=0.7071 a, shift=0.000 d, J=-0.41158
fcc tie with L: N = 0.045649
fcc helix, period 50 a: value = 16.747675
fcc energy, ferroelectric = -16.36246 mHa
fcc energy, L order = -14.12167 mHa
fcc winning energy = -445.245 meV
```
